\section*{How free carriers change the longitudinal–transverse optical splitting in polar crystals, part 1}

(Sections cited here and not found follow in the second part.)

In a model polar crystal with a transverse optical frequency of 27.2 meV the longitudinal optical mode lies at 37.7 meV. Add $1.0\times10^{20}$ conduction electrons per cm$^3$ and compute the restoring force of a frozen longitudinal wave: at $q=0.0622$ bohr$^{-1}$ the mode has dropped to 33.0 meV, and at a quarter of that wavevector to about 27.9 meV. With $1.0\times10^{17}$ cm$^{-3}$ the same static calculation gives 32.9 meV at $q=0.00625$ bohr$^{-1}$, yet with collisionless carriers responding at the mode frequency the mode there lies at 39.1 meV, above the undoped value. Four contributions are examined: local screening by the carriers, its wavevector dependence, the discreteness of the lattice, and the time the carriers need to respond. The third is not included in these numbers and is estimated separately.

\section{The dipole field and the force it exerts}

Hartree atomic units are used, and the electron charge is $-1$. Atom $\kappa$ in a cell of volume $\Omega=a^3$ is displaced by $u_\kappa e^{i\mathbf q\cdot\mathbf r}$ with $qa\ll1$. The Born charges are defined by the polarization at zero macroscopic field,
\begin{equation}
P_\alpha=\frac1\Omega\sum_{\kappa\beta}Z_{\kappa,\alpha\beta}\,u_{\kappa\beta},
\end{equation}
$\epsilon^\infty$ is the clamped-ion dielectric tensor, and $C^{\rm an}$ are the force constants at zero field. These three quantities are taken from the insulator and assumed unchanged by doping, which requires a small number of carriers per cell. Only the dipole order of the charge response is kept. The electric enthalpy per cell is
\begin{equation}
F=\tfrac12\,u\cdot C^{\rm an}u-\Omega\,\mathbf P\cdot\mathbf E-\frac{\Omega}{8\pi}\mathbf E\cdot\epsilon^\infty\mathbf E .
\end{equation}
Its derivative with respect to the field gives $\mathbf D=-(4\pi/\Omega)\,\partial F/\partial\mathbf E=\epsilon^\infty\mathbf E+4\pi\mathbf P$, and its derivative with respect to a displacement gives the force
\begin{equation}
f_{\kappa\alpha}=-(C^{\rm an}u)_{\kappa\alpha}+\sum_\gamma E_\gamma Z_{\kappa,\gamma\alpha}.
\label{force}
\end{equation}
The same $Z$ appears in source and force because both are the mixed second derivative of $F$. Retardation is neglected ($q\gg\omega/c$), so $\mathbf E=-\nabla\phi=-i\mathbf q\phi$. If the carriers change their number density by $\delta n$, the free charge is $-\delta n$, and Gauss's law $i\mathbf q\cdot\mathbf D=-4\pi\,\delta n$ becomes, with $i\mathbf q\cdot\epsilon^\infty(-i\mathbf q\phi)=(\mathbf q\cdot\epsilon^\infty\cdot\mathbf q)\phi$,
\begin{equation}
(\mathbf q\cdot\epsilon^\infty\cdot\mathbf q)\,\phi=-4\pi i\,\mathbf q\cdot\mathbf P-4\pi\,\delta n .
\label{gauss}
\end{equation}
Without carriers, $\mathbf E=-i\mathbf q\phi=-4\pi\mathbf q(\mathbf q\cdot\mathbf P)/(\mathbf q\cdot\epsilon^\infty\cdot\mathbf q)$. Numerator and denominator are both of degree two in $\mathbf q$, so the field survives as $q\to0$ and depends on $\hat{\mathbf q}$. The bound charge $-i\mathbf q\cdot\mathbf P$ vanishes linearly, but the potential per unit charge diverges as $1/q^2$, and the gradient supplies one power of $q$.

\section{First contribution: local screening}

An electron has potential energy $-\phi$. Define the carrier response by $\delta n=\chi\,(-\phi)$, with $\phi$ the total macroscopic potential; this is the Hartree (random-phase) level, with no exchange or correlation among carriers. In static response the carriers are in equilibrium at one chemical potential $\mu$. If $\phi$ varies slowly, each point is a uniform gas whose band edge is lowered by $\phi$, so
\begin{equation}
\delta n=n(\mu+\phi)-n(\mu)=N\phi,\qquad N=\frac{\partial n}{\partial\mu},
\end{equation}
to first order, and $\mu$ itself does not move at that order because a wave with $q\ne0$ has zero average. This is the Thomas--Fermi approximation, $\chi=-N$. Moving $\delta n=-\chi\phi$ to the left of Eq.~\eqref{gauss} gives
\begin{equation}
\phi=\frac{-4\pi i\,\mathbf q\cdot\mathbf P}{\mathbf q\cdot\epsilon^\infty\cdot\mathbf q-4\pi\chi},\qquad
\mathbf E=-\frac{4\pi\,\mathbf q\,(\mathbf q\cdot\mathbf P)}{\mathbf q\cdot\epsilon^\infty\cdot\mathbf q-4\pi\chi},
\end{equation}
where $(-i)(-i)=-1$ fixes the sign. Inserting $\mathbf E$ in Eq.~\eqref{force} and writing $f=-Cu$, with $(\mathbf q\cdot Z_\kappa)_\alpha=\sum_\gamma q_\gamma Z_{\kappa,\gamma\alpha}$,
\begin{equation}
C_{\kappa\alpha,\kappa'\beta}(\mathbf q)=C^{\rm an}_{\kappa\alpha,\kappa'\beta}+\frac{4\pi}{\Omega}\,
\frac{(\mathbf q\cdot Z_\kappa)_\alpha(\mathbf q\cdot Z_{\kappa'})_\beta}{\mathbf q\cdot\epsilon^\infty\cdot\mathbf q-4\pi\chi}.
\label{main}
\end{equation}
The Thomas--Fermi denominator is $\mathbf q\cdot\epsilon^\infty\cdot\mathbf q+4\pi N$. The added term carries no $\epsilon^\infty$; the screening wavevector, at which the two terms are equal, does: $q_s^2(\hat{\mathbf q})=4\pi N/(\hat{\mathbf q}\cdot\epsilon^\infty\cdot\hat{\mathbf q})$. The denominator no longer vanishes at $q=0$, so the second term is a convergent power series in the components of $\mathbf q$ for small $q$, starting with $(\mathbf q\cdot Z_\kappa)_\alpha(\mathbf q\cdot Z_{\kappa'})_\beta/(\Omega N)$. The splitting and its dependence on direction both vanish as $q^2$.

The energy shows why. Let $\mathbf p$ be the electronic polarization, $\chi^\infty=(\epsilon^\infty-1)/4\pi$, and $\rho=-i\mathbf q\cdot(\mathbf P+\mathbf p)-\delta n$ the total charge. The quadratic form that adds to the short-range energy is, per volume,
\begin{equation}
W=\tfrac12\,\mathbf p^*\cdot(\chi^\infty)^{-1}\mathbf p+\frac{|\delta n|^2}{2N}+\frac{2\pi}{q^2}|\rho|^2 ,
\label{energy}
\end{equation}
the middle term being $\tfrac12(\partial\mu/\partial n)|\delta n|^2$, the free-energy cost of compressing the gas. With $\phi=4\pi\rho/q^2$, stationarity in $\delta n^*$ gives $\delta n=N\phi$, and stationarity in $\mathbf p^*$ gives $(\chi^\infty)^{-1}\mathbf p+i\mathbf q\phi=0$, that is $\mathbf p=\chi^\infty\mathbf E$. Substituting both in $\rho$ gives $(q^2+4\pi\mathbf q\cdot\chi^\infty\cdot\mathbf q+4\pi N)\phi=-4\pi i\,\mathbf q\cdot\mathbf P$, the denominator $d=\mathbf q\cdot\epsilon^\infty\cdot\mathbf q+4\pi N$ found above. The three terms of $W$ then sum to $d|\phi|^2/8\pi=2\pi|\mathbf q\cdot\mathbf P|^2/d$. For $q\gg q_s$ this is the electrostatic cost of leaving the bound charge in place. For $q\ll q_s$ it is $|\mathbf q\cdot\mathbf P|^2/2N$, the cost of piling up enough carriers to cancel it. Compression has a finite price per squared charge, while the bound charge goes to zero with $q$. The polarization $\mathbf p$ cannot do the same, because it supplies charge only through a divergence, and its term in $d$ carries $q^2$.

The numerical check minimizes Eq.~\eqref{energy} by matrix elimination for three atoms with random anisotropic tensors and requires agreement with Eq.~\eqref{main} to $10^{-8}$ of the field term. Halving a small $q$ divides that term by 3.9995 with carriers and by 1.0000 without, and at $q=10^{-3}$ bohr$^{-1}$ the difference between two directions is $4.8\times10^{-4}$ of its undoped size.

\subsection*{Cubic diatomic crystal}

Take charges $\pm Z$, scalar $\epsilon$, and $\mathbf w=\mathbf u_1-\mathbf u_2$, and evaluate $C^{\rm an}$ at $q=0$, where it is one spring constant $K$. Then $M_1\ddot{\mathbf u}_1=-K\mathbf w+Z\mathbf E$ and $M_2\ddot{\mathbf u}_2=K\mathbf w-Z\mathbf E$. Dividing by the masses and subtracting gives $M\ddot{\mathbf w}=-K\mathbf w+Z\mathbf E$ with $1/M=1/M_1+1/M_2$ and $\mathbf P=Z\mathbf w/\Omega$. For $\mathbf w\perp\mathbf q$ the field vanishes and $\omega_{\rm TO}^2=K/M$, with or without carriers. For $\mathbf w\parallel\mathbf q$, $E=-4\pi q^2Zw/[\Omega(\epsilon q^2-4\pi\chi)]$, so
\begin{equation}
\omega_L^2=\omega_{\rm TO}^2+\Delta^2 s,\qquad \Delta^2=\frac{4\pi Z^2}{\Omega\epsilon M},\qquad s=\frac{\epsilon q^2}{\epsilon q^2-4\pi\chi},
\label{cubic}
\end{equation}
with $\omega_{\rm LO}^2=\omega_{\rm TO}^2+\Delta^2$ in the insulator and
\begin{equation}
s_{\rm TF}=\frac{q^2}{q^2+q_s^2},\qquad q_s^2=\frac{4\pi N}{\epsilon}.
\end{equation}
The closing is gradual. Half of $\Delta^2$ survives at $q_s$, the remainder falls as $q^2/q_s^2$ well below it, and in the Thomas--Fermi approximation the deficit falls as $q_s^2/q^2$ well above it; the wave nature of the carriers, treated below, makes it fall faster.

The example uses round parameters: $\Omega=300$ bohr$^3$, $\epsilon=5$, $Z=2$, masses 30 and 60 u ($M=20$ u $=36457.8$), $\omega_{\rm TO}=10^{-3}$ Ha. Then $\Delta^2=4\pi\cdot4/(300\cdot5\cdot36457.8)=9.192\times10^{-7}$ Ha$^2$ and $\omega_{\rm LO}=(10^{-6}+9.192\times10^{-7})^{1/2}=1.3853\times10^{-3}$ Ha.

\subsection*{The size of $N$}

For one parabolic band of mass $m$, $n=\pi^{-2}\int k^2f\,dk$ with $f$ the Fermi function. The number of states below $\varepsilon$ is $\mathcal N=k^3/3\pi^2\propto\varepsilon^{3/2}$ and the density of states is $D=mk/\pi^2\propto\varepsilon^{1/2}$. Integration by parts gives $n=\int\mathcal N(-f')\,d\varepsilon$, and $\partial_\mu f=-f'$ gives $N=\int D(-f')\,d\varepsilon$. In the degenerate case expand about $\mu$. The weight $-f'$ is normalized and even, with second moment $(kT)^2\cdot4\sum_j(-1)^{j+1}j^{-2}=\pi^2(kT)^2/3$. With $t=kT/E_F$, $\mathcal N''=3\mathcal N/4\varepsilon^2$ and $D''=-D/4\varepsilon^2$,
\begin{align}
n&=\mathcal N(\mu)\,(1+\pi^2t^2/8)\ \Rightarrow\ \mu=E_F(1-\pi^2t^2/12),\\
N&=D(\mu)\,(1-\pi^2t^2/24)=\frac{mk_F}{\pi^2}\Big(1-\frac{\pi^2t^2}{12}\Big),
\end{align}
where $n=\mathcal N(E_F)$ defines $E_F$, and $D\propto\mu^{1/2}$ adds a second $-\pi^2t^2/24$. In the nondegenerate case expand $f=ye^{-\varepsilon/kT}-y^2e^{-2\varepsilon/kT}+\dots$ with $y=e^{\mu/kT}$. The Gaussian integrals give $n=N_c(y-2^{-3/2}y^2)$ with $N_c=2(mkT/2\pi)^{3/2}$, and $kTN=y\,dn/dy=N_c(y-2\cdot2^{-3/2}y^2)$. Their ratio, with $y\approx n/N_c$, is
\begin{equation}
N=\frac{n}{kT}\Big(1-\frac{n}{2^{3/2}N_c}\Big),
\end{equation}
so that $q_s$ tends to the Debye--H\"uckel wavevector.

With $m=0.2$ and $T=300$ K ($kT=9.500\times10^{-4}$ Ha), the high density $n=1.5\times10^{-5}$ bohr$^{-3}$ has $k_F=0.0763$ bohr$^{-1}$ and $E_F=1.455\times10^{-2}$ Ha. Numerical differentiation of $n(\mu)$ gives $N=1.5406\times10^{-3}$ against $1.5407\times10^{-3}$ bohr$^{-3}$Ha$^{-1}$ from the degenerate formula. Then $q_s=(1.936\times10^{-2}/5)^{1/2}=0.0622$ bohr$^{-1}$ $=0.118$ \AA$^{-1}$. At $q_s/4$, $s_{\rm TF}=1/17=0.0588$ and $\omega_L=(10^{-6}+0.0588\cdot9.192\times10^{-7})^{1/2}=1.0267\times10^{-3}$ Ha $=27.9$ meV; at $q_s$ it is 32.9 meV. The low density $n=1.5\times10^{-8}$ bohr$^{-3}$, far below $N_c=3.33\times10^{-7}$ bohr$^{-3}$, has $N=1.554\times10^{-5}$ bohr$^{-3}$Ha$^{-1}$ and $q_s=(1.953\times10^{-4}/5)^{1/2}=0.00625$ bohr$^{-1}$.

\section{Second contribution: carriers are waves}

For a potential energy $Ve^{i(\mathbf q\cdot\mathbf r-\omega t)}$ the one-particle density matrix obeys $i\dot\varrho=[H,\varrho]$. Its element between $\mathbf k+\mathbf q$ and $\mathbf k$ satisfies, to first order and without collisions, $\omega\,\delta\varrho=(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})\delta\varrho+V(f_{\mathbf k}-f_{\mathbf k+\mathbf q})$. Summing over $\mathbf k$ and spin, with $\omega\to\omega+i0$ for adiabatic switching, gives the Lindhard function
\begin{equation}
\chi(q,\omega)=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}+i0}.
\end{equation}
Let $k$ now be the component along $\mathbf q$. The denominator depends only on it, and the transverse sum is $2\,d^2k_\perp/(2\pi)^2=(m/\pi)\,d\varepsilon_\perp$, so
\begin{equation}
g(k)=\frac{mkT}{\pi}\ln\!\big[1+e^{(\mu-k^2/2m)/kT}\big],\qquad n=\int\frac{dk}{2\pi}\,g .
\end{equation}
In the term with $f_{\mathbf k+\mathbf q}$ substitute $\mathbf k\to-\mathbf k-\mathbf q$, which turns $f_{\mathbf k+\mathbf q}$ into $f_{\mathbf k}$ and reverses the energy difference $b=(kq+q^2/2)/m$:
\begin{equation}
\chi=\int\frac{dk}{2\pi}\,g(k)\Big[\frac1{\omega-b+i0}-\frac1{\omega+b+i0}\Big].
\label{oned}
\end{equation}
Since $\omega-b=(q/m)(s_--k)$ and $\omega+b=(q/m)(s_++k)$ with $s_\pm=m\omega/q\pm q/2$, and $g$ is even,
\begin{equation}
\chi=\frac{m}{2\pi q}\,[H(s_-)-H(s_+)],\qquad H(\sigma)=\mathrm P\!\!\int\frac{g(k)\,dk}{\sigma-k}-i\pi g(\sigma).
\label{H}
\end{equation}
At $\omega=0$ the imaginary parts cancel and $\mathrm{Re}\,H$ is odd, so $-\chi=(m/\pi q)\,\mathrm{Re}\,H(q/2)$. Write $\mathrm{Re}\,H(\sigma)=\mathrm P\!\int g(\sigma-\tau)\,d\tau/\tau$ and expand in $\sigma$. The even derivatives of $g$ are even functions and drop out against $1/\tau$; the odd ones change sign under $\tau\to-\tau$:
\begin{equation}
\mathrm{Re}\,H=-\sigma\int\frac{g'}{\tau}d\tau-\frac{\sigma^3}{6}\int\frac{g'''}{\tau}d\tau+\dots
\end{equation}
Because $g$ depends on $\mu-\tau^2/2m$, $\partial_\tau=-(\tau/m)\partial_\mu$. Hence $-\int g'/\tau=2\pi N/m$. Differentiating twice more, $g'''/\tau=3g_{\mu\mu}/m^2-\tau^2g_{\mu\mu\mu}/m^3$, and $\int\tau^2g_{\mu\mu\mu}=-m\int\tau\,\partial_\tau g_{\mu\mu}=m\int g_{\mu\mu}$, so $\int g'''/\tau=(2/m^2)\int g_{\mu\mu}=4\pi N'/m^2$ with $N'=\partial N/\partial\mu$. Setting $\sigma=q/2$,
\begin{equation}
-\chi(q,0)=N\Big(1-\frac{q^2}{Q^2}+\dots\Big),\qquad Q^2=\frac{12mN}{N'} .
\end{equation}
The leading term confirms the local argument. The scale is $Q^2=12k_F^2$ at $T=0$, where $N'/N=1/2E_F$ and the correction reads $(q/2k_F)^2/3$, and $Q^2=12mkT$ in the classical limit, where $N'/N=1/kT$. Since $N'>0$ here, Thomas--Fermi screens too strongly. Replacing $q_s^2$ by $q_s^2(1-q^2/Q^2)$ in $s$ gives
\begin{equation}
1-\frac{s_{\rm TF}}{s}=(1-s_{\rm TF})\,\frac{q^2}{Q^2}.
\end{equation}
At high density $Q=0.263$ bohr$^{-1}$, and at $q_s$ the estimate is $0.5\,(0.0622/0.263)^2=0.028$, against $1-0.5/0.51496=0.029$ from the full function. At $2q_s$ the values are $s_{\rm TF}=0.800$ and $s=0.846$. At low density $Q=0.0485$ bohr$^{-1}$, and $s(q_s)=0.504$. An independent self-consistent Schr\"odinger--Poisson solution for a frozen wave $u_0\sin qx$, by plane-wave diagonalization at fixed electron number, is required to reproduce the Lindhard $s$ to $10^{-4}$ relative, at four wavevectors for the high density and at $q_s$ for the low one.

For static response, local screening closes the longitudinal–transverse splitting as $q^2$ below $q_s$, and the wave nature of the carriers corrects this only slightly in the example at $q_s$. The discreteness of the lattice and the time the carriers need to respond remain to be examined.
